\section*{Slow well-crossing in variational Monte Carlo: bounds on the spectral gap}

\section{The model and the slow mode}

\textbf{Q.} My variational Monte Carlo run prints an energy with an error bar, and the blocking curve behind it is flat. Under what circumstances can that error bar be far too small?

\textbf{A.} One way, the one worked out here, is that four things hold together: the sampled density has two peaks separated by a deep valley, the moves are too short to jump the valley, the run is much shorter than the time the walk needs to cross it, and the observable has different averages on the two peaks. A model with round parameters shows it. In Hartree atomic units take a particle of unit mass with
\begin{align}
V(x)&=\frac{(x^2-d^2)^2}{8d^2}+Fx,\\
\psi(x)&=c_L e^{-(x+d)^2/2}+c_R e^{-(x-d)^2/2},\qquad c_L^2+c_R^2=1 .
\end{align}
The weights are chosen, not optimized; the task is to estimate $\mu=\langle\psi|H|\psi\rangle/\langle\psi|\psi\rangle$ by averaging $E_{\rm loc}=H\psi/\psi$ over $\psi^2$. The Metropolis walk proposes $\pm h$ with probability $\tfrac12$ each, so it lives on the points $x_i=ih$ with weights $\pi_i\propto\psi(x_i)^2$, $\sum_i\pi_i=1$. The lattice is cut at $|x|=d+6$, and moves beyond are rejected. Both $\psi^2$ and $\psi H\psi$ are Gaussians $e^{-(x-a)^2}$ times polynomials, whose Fourier transforms fall as $e^{-k^2/4}$. Poisson summation, which samples them at $k=2\pi/h$, makes $h\sum_i$ equal to $\int dx$ up to terms of order $e^{-\pi^2/h^2}$ times a polynomial in $1/h$, apart from the negligible tail beyond the cut. The wells are $L=\{x\le0\}$ and $R=\{x>0\}$, with weights $\pi_L,\pi_R$, conditional means $\mu_L,\mu_R$ and $\Delta=\mu_R-\mu_L$.

\textbf{Q.} Where does an eigenvalue enter?

\textbf{A.} Through the transition matrix $P$. Detailed balance, $\pi_xP_{xy}=\pi_yP_{yx}$, makes it self-adjoint in $\langle f,g\rangle=\sum_x\pi_xf_xg_x$, so it has orthonormal eigenvectors $\phi_k$ with $\phi_1=1$, $\lambda_1=1>\lambda_2\ge\dots$. With $f-\mu=\sum_{k\ge2}c_k\phi_k$ the stationary autocovariance is
\begin{equation}
C(t)=\langle f-\mu,P^t(f-\mu)\rangle=\sum_{k\ge2}c_k^2\lambda_k^t .
\end{equation}
Expanding the square and using $\sum_yP_{xy}=1$ and detailed balance for the two diagonal terms gives
\begin{equation}
\tfrac12\sum_{x,y}\pi_xP_{xy}(f_x-f_y)^2=\langle f,f\rangle-\langle f,Pf\rangle\equiv\mathcal E(f).
\end{equation}
For our walk $\mathcal E(f)=\sum_i\kappa_i(f_{i+1}-f_i)^2$ with $\kappa_i=\pi_iP_{i,i+1}=\tfrac12\min(\pi_i,\pi_{i+1})$. Since $\mathcal E(f)=\sum_kc_k^2(1-\lambda_k)$ and $\operatorname{Var}f=\sum_kc_k^2$, the gap is
\begin{equation}
\gamma\equiv1-\lambda_2=\min_f\frac{\mathcal E(f)}{\operatorname{Var}f}.
\end{equation}

\textbf{Q.} How small is that gap?

\textbf{A.} Any trial $f$ bounds it from above. The indicator of $R$ changes across one link only, so $\mathcal E=\kappa_0\le\pi_0/2$, and its variance is $\pi_L\pi_R$. The cross term of $\psi^2$ is $2c_Lc_Re^{-x^2-d^2}$, so $\int\psi^2dx=\sqrt\pi(1+2c_Lc_Re^{-d^2})$, and
\begin{equation}
\gamma\le\frac{\pi_0}{2\pi_L\pi_R},\qquad \pi_0=\frac{h(c_L+c_R)^2e^{-d^2}}{\sqrt\pi\,(1+2c_Lc_Re^{-d^2})}.
\end{equation}
A better trial function $q$ is 0 for $x\le-d$, 1 for $x\ge d$, and rises by $1/(\kappa_i\mathcal R)$ across each link between, where $\mathcal R=\sum1/\kappa_i$ over those links. Then $\mathcal E(q)=\sum\kappa_i/(\kappa_i\mathcal R)^2=1/\mathcal R$ and $\gamma\le1/(\mathcal R\operatorname{Var}q)$.

For a lower bound write $\operatorname{Var}f=\sum_{x<y}\pi_x\pi_y(f_y-f_x)^2$, which follows on expanding $\tfrac12\sum_{x,y}\pi_x\pi_y(f_x-f_y)^2$. Cauchy--Schwarz over the links from $x$ to $y$ gives
\begin{equation}
(f_y-f_x)^2=\Big(\sum_{x\le i<y}\sqrt{\kappa_i}\,(f_{i+1}-f_i)\,\kappa_i^{-1/2}\Big)^2\le\mathcal E(f)\sum_{x\le i<y}\frac1{\kappa_i}.
\end{equation}
Link $i$ is counted for every pair $x\le i<y$, with total weight $G_i(1-G_i)$, $G_i=\sum_{j\le i}\pi_j$. Hence
\begin{equation}
\Big[\sum_i\frac{G_i(1-G_i)}{\kappa_i}\Big]^{-1}\le\gamma\le\frac1{\mathcal R\operatorname{Var}q}.
\end{equation}

The two sides meet at large $d$. Take $d$ a multiple of $h$ and large enough that $\pi$ rises monotonically from $x=0$ to $\pm d$. On a link between $0$ and $d$, $\kappa_i=\pi_i/2$ and $|G_i(1-G_i)-\pi_L\pi_R|\le G_i-\pi_L=\sum_{j=1}^i\pi_j\le2i\kappa_i$; the left slope is the mirror case. On a link in the left tail, $G_i/\kappa_i=2G_i/\pi_i$ is at most twice the number of sites, and the right tail is alike. The bracket is therefore $\pi_L\pi_R\mathcal R$ plus a polynomial in $d/h$. For $-d<x_i\le0$ every link to the left has $\kappa_j\ge\pi_i/2$, so $\pi_iq_i\le2(d/h)/\mathcal R$; with the mirror statement for $1-q$, $\operatorname{Var}q\to\pi_L\pi_R$ once $\mathcal R$ is exponentially large. Finally
\begin{equation}
\frac{\pi_{\pm j}}{\pi_0}=e^{-j^2h^2}\frac{(c_Le^{\mp jhd}+c_Re^{\pm jhd})^2}{(c_L+c_R)^2}
\end{equation}
is at least a constant times $e^{jh(2d-jh)}\ge e^{jhd}$ for $jh\le d$. At fixed $h$ and $hd\gg1$ only the two links touching $x=0$ survive, each contributing $2/\pi_0$:
\begin{equation}
\gamma\to\frac{1}{\pi_L\pi_R\mathcal R}\to\frac{\pi_0}{4\pi_L\pi_R}\propto e^{-d^2}.
\end{equation}
The exponent is the depth of the valley in $-\ln\psi^2$, not the barrier $d^2/8$ of $V$: the walk sees only $\pi$. Diagonalizing the symmetric matrix $\pi_x^{1/2}(1-P)_{xy}\pi_y^{-1/2}$ for $h=0.5$ bohr and $c_L^2=0.7$ gives, per step,
\begin{center}
\begin{tabular}{cccccc}
$d$/bohr & lower & $\gamma$ & upper & $4\gamma\pi_L\pi_R/\pi_0$ & $1-\lambda_3$\\
2 & $4.63\times10^{-3}$ & $6.56\times10^{-3}$ & $6.69\times10^{-3}$ & 0.566 & 0.165\\
3 & $6.11\times10^{-5}$ & $6.13\times10^{-5}$ & $6.13\times10^{-5}$ & 0.772 & 0.170\\
4 & $6.54\times10^{-8}$ & $6.54\times10^{-8}$ & $6.54\times10^{-8}$ & 0.903 & 0.170\\
5 & $8.60\times10^{-12}$ & $8.60\times10^{-12}$ & $8.60\times10^{-12}$ & 0.962 & 0.170
\end{tabular}
\end{center}
One mode freezes by nine orders of magnitude while the next stays put. Between $d=4$ and $4.5$ bohr, $d\ln\gamma/d(d^2)=-0.99$ bohr$^{-2}$.

\textbf{Q.} Do longer steps remove the problem?

\textbf{A.} Steps whose largest length stays well below the peak separation $2d$ only soften it. Let the proposal be uniform over $\pm h,\dots,\pm mh$. For the indicator of $R$, $\mathcal E=\sum_{x\le0<y}\min(\pi_x,\pi_y)/(2m)$. There are $j$ crossing pairs at distance $jh$, so $m(m+1)/2$ in all, and $|x|+|y|\le mh$ puts one end of each within $mh/2$ of zero. With $\psi(z)\le(c_L+c_R)e^{-(d-|z|)^2/2}$,
\begin{equation}
\gamma\le\frac{m+1}{4\pi_L\pi_R}\max_{|z|\le mh/2}\pi(z)=O\big(e^{-(d-mh/2)^2}\big).
\end{equation}
For $m=4$, $d=4$ bohr the gap is $5.5\times10^{-6}$, under the bound $1.5\times10^{-4}$. The bound weakens quickly as the steps lengthen: at $d=4$ bohr it exceeds 1 already at $mh=6$ bohr, where the gap is $1.6\times10^{-2}$ and a run of 20000 steps is no longer trapped; at $mh=4$ bohr the gap is $6.6\times10^{-4}$.

\section{True and reported variance}

\textbf{Q.} What is the true uncertainty of an average over $N$ steps?

\textbf{A.} For a chain started from $\pi$, $v_N=\operatorname{Var}\bar f=N^{-2}\sum_{s,t}C(|s-t|)=\sum_kc_k^2g_N(\lambda_k)$, with $N^2g_N=N+2\sum_{t=1}^{N-1}(N-t)\lambda^t$. The factor $N-t$ counts the $u$ with $t\le u\le N-1$, so two geometric sums give
\begin{align}
\sum_{u=1}^{N-1}\sum_{t=1}^u\lambda^t&=\frac{\lambda}{1-\lambda}\Big[N-1-\frac{\lambda(1-\lambda^{N-1})}{1-\lambda}\Big]=\frac{\lambda}{1-\lambda}\Big[N-\frac{1-\lambda^N}{1-\lambda}\Big],\\
g_N(\lambda)&=\frac1N\frac{1+\lambda}{1-\lambda}-\frac{2\lambda(1-\lambda^N)}{N^2(1-\lambda)^2}.
\end{align}
Fast modes keep the first term and contribute $\sigma_f^2/N$, $\sigma_f^2=\sum_{k\ge3}c_k^2(1+\lambda_k)/(1-\lambda_k)$. For the slow mode with $N\gamma\ll1$ put $\lambda_2^t\approx1-\gamma t$ and use
\begin{equation}
\frac2{N^2}\sum_{t=1}^{N-1}(N-t)t=\frac2{N^2}\Big[\frac{N^2(N-1)}2-\frac{(N-1)N(2N-1)}6\Big]=\frac{N^2-1}{3N},
\end{equation}
so $g_N\approx1-N\gamma/3$: this mode is not averaged down at all.

Its weight needs $\phi_2$. Expand the centred, normalized $q$ with coefficients $a_k$. Its quotient $\gamma_q=1/(\mathcal R\operatorname{Var}q)$ obeys $\gamma_q\ge a_2^2\gamma+(1-a_2^2)(1-\lambda_3)$, so $1-a_2^2\le(\gamma_q-\gamma)/(1-\lambda_3-\gamma)$, which is exponentially small while $1-\lambda_3$ stays finite. Thus $\phi_2$ is $q$, a step; zero mean and unit norm fix it to $-\sqrt{\pi_R/\pi_L}$ on $L$ and $+\sqrt{\pi_L/\pi_R}$ on $R$. Then
\begin{equation}
c_2=-\sqrt{\pi_R/\pi_L}\,\pi_L\mu_L+\sqrt{\pi_L/\pi_R}\,\pi_R\mu_R=\sqrt{\pi_L\pi_R}\,\Delta,
\end{equation}
\begin{equation}
v_N\approx\pi_L\pi_R\Delta^2(1-N\gamma/3)+\sigma_f^2/N .
\end{equation}
To leading order the link $\kappa_0$ can be cut for the fast modes. An eigenvector $\phi^L$ of the chain confined to $L$ then appears as $\phi^L/\sqrt{\pi_L}$, its coefficient is $\sqrt{\pi_L}\,c^L$, and $\sigma_f^2\approx\pi_L\sigma_L^2+\pi_R\sigma_R^2$. Because $(1+\lambda)/(1-\lambda)=2/(1-\lambda)-1$, each confined value is $2\langle\tilde f,z\rangle-\langle\tilde f,\tilde f\rangle$, with $\tilde f$ centred in that well and $(1-P)z=\tilde f$ a linear system.

\textbf{Q.} Why does blocking not see the large term?

\textbf{A.} It measures scatter about the chain's own mean. With $n$ blocks of length $b=N/n$ and block means $y_j$, the reported variance is $s^2=\sum_j(y_j-\bar y)^2/[n(n-1)]$. The identity $\sum_j(y_j-\bar y)^2=\sum_j(y_j-\mu)^2-n(\bar y-\mu)^2$ has expectation $nv_b-nv_N$, so exactly, for a stationary start,
\begin{equation}
\mathrm E\,s^2=\frac{v_b-v_N}{n-1}=\sum_kc_k^2\frac{g_b(\lambda_k)-g_N(\lambda_k)}{n-1}.
\end{equation}
For fast modes $1/b-1/N=(n-1)/N$ returns $\sigma_f^2/N$; when $\lambda^b$ is negligible the second term of $g$ adds $-2\lambda(b^{-2}-N^{-2})/[(1-\lambda)^2(n-1)]$, the finite-block deficit. For the slow mode the leading 1 cancels and $N-b=(n-1)b$ leaves
\begin{equation}
\mathrm E\,s^2\approx\sigma_f^2/N+c_2^2\gamma b/3 .
\end{equation}
The curve is flat over all $b$ that are many times the in-well correlation time, since the finite-block deficit relative to $\sigma_f^2/N$ falls only as $1/b$, and that keep the last term small. That term stands for chains that cross. Dropping the fast modes and taking $\phi_2$ as the step, which leaves out a valley term of order $\pi_0$ that matters only while $\pi_R\gamma t$ is itself of that order, a start from $\pi$ restricted to $L$ is found in $R$ after $t$ steps with probability
\begin{equation}
\pi_R+\lambda_2^t\langle1_L/\pi_L,\phi_2\rangle\langle\phi_2,1_R\rangle=\pi_R(1-\lambda_2^t)\approx\pi_R\gamma t,
\end{equation}
so the escape rate is $\pi_R\gamma$. A chain that stays in $L$ estimates $\mu_L$, which is off by $\mu_L-(\pi_L\mu_L+\pi_R\mu_R)=-\pi_R\Delta$.

\textbf{Q.} Can you put numbers on that?

\textbf{A.} Take $d=4$ bohr, $h=0.5$ bohr, $F=0.02$ Ha/bohr, $c_L^2=0.7$, $N=20000$, $b=500$, $n=40$. Lattice sums give $\pi_L=0.700$, $\mu=0.47386$ Ha (quadrature of the continuum integral gives the same digits), $\mu_L=0.42586$ Ha, $\mu_R=0.58586$ Ha. Up to valley terms the wells are mirror images apart from $Fx$, with $\langle x\rangle=\mp d$, so $\Delta=2Fd=0.160$ Ha and $c_2^2=0.21\times0.0256=5.376\times10^{-3}$ Ha$^2$. The confined chains give $\sigma_f^2=0.7\times0.2392+0.3\times0.3255=0.2651$ Ha$^2$. With $N\gamma=1.309\times10^{-3}$,
\begin{equation}
v_N\approx5.376\times10^{-3}(1-0.00044)+1.33\times10^{-5}=5.387\times10^{-3}\ \mathrm{Ha}^2,
\end{equation}
in agreement with the full spectral sum. The true error is 0.0734 Ha (2.0 eV). The spectral sum for $\mathrm E\,s^2$ is $1.318\times10^{-5}$ Ha$^2$, a reported error of 0.0036 Ha (0.099 eV), and the variance ratio is 409. The slow part is $5.376\times10^{-3}\times6.543\times10^{-8}\times500/3=5.9\times10^{-8}$ Ha$^2$; the total lies about 1\% below $1.3255\times10^{-5}+0.0059\times10^{-5}$ Ha$^2$, the finite-block deficit. For $b=100,500,2000$, $\sqrt{\mathrm E\,s^2}=0.00355,0.00363,0.00367$ Ha. For a start from $\pi$ restricted to $L$, the probability of reaching $x=+d$ in $N$ steps, from the $N$th power of $P$ with that site made absorbing, is $3.92\times10^{-4}$, against $1-e^{-\pi_R\gamma N}=3.93\times10^{-4}$.

A simulated chain started at $-d$, with 500 steps discarded, gave $0.4214\pm0.0035$ Ha: $(0.42138-0.47386)/0.00348=-15$ error bars from $\mu$, and 1.3 from $\mu_L$. Its blocked errors were 0.0033, 0.0035 and 0.0040 Ha; the last rests on ten blocks and has a relative scatter near $1/\sqrt{18}=0.24$. Of 400 chains started from $\pi$, none had $\mu$ within $2s$. For $N\gamma\gg1$, $v_N\approx2c_2^2/(\gamma N)$, which falls to the reported $1.318\times10^{-5}$ Ha$^2$ at $N\approx1.2\times10^{10}$.

\section{Detection with several chains}

\textbf{Q.} How would I find out, without knowing $\mu$?

\textbf{A.} Run $M$ independent chains, with means $m_a$ and reported variances $s_a^2$, and form
\begin{equation}
B=\frac1{M-1}\sum_a(m_a-\bar m)^2,\qquad W=\frac1M\sum_as_a^2,\qquad\rho=\frac BW .
\end{equation}
For starts drawn from $\pi$ the $m_a$ are independent and identically distributed, so $\mathrm E\,B=v_N$. If the chains mix and blocks are long, block means are nearly independent Gaussians. Then $B$ and $W$ are $\sigma^2/N$ times independent $\chi^2$ variables divided by their degrees of freedom, $M-1$ and $M(n-1)$, and $\rho$ follows approximately the Fisher--Snedecor law with these degrees. Its 0.999 quantile for $M=16$, $n=40$ is 2.56.

If instead $M_L$ and $M_R$ chains are trapped, $m_a=\mu_{L\text{ or }R}+\epsilon_a$ with independent zero-mean $\epsilon_a$. The offsets from their mean are $-M_R\Delta/M$ and $M_L\Delta/M$, whose squares sum to $M_LM_R(M_R+M_L)\Delta^2/M^2$. The noise gives $\mathrm E\sum(\epsilon_a-\bar\epsilon)^2=(1-1/M)\sum_a\operatorname{Var}\epsilon_a$, and cross terms vanish. So
\begin{equation}
\mathrm E\,B\approx\frac{M_LM_R}{M(M-1)}\Delta^2+\mathrm E\,W,
\end{equation}
and since $W\propto1/N$, $\rho-1$ grows like $N$. For $8+8$ chains, $\mathrm E\,W\approx(0.2392+0.3255)/40000=1.41\times10^{-5}$ Ha$^2$ and $\mathrm E\,B\approx0.0256\times64/240+1.41\times10^{-5}=6.84\times10^{-3}$ Ha$^2$, a ratio of 485. The simulation gave $6.90\times10^{-3}/1.455\times10^{-5}=474$.

The Gelman--Rubin statistic, $\hat R^2=[(N-1)W_0/N+B]/W_0\approx1+B/W_0$, divides by the mean raw in-chain variance $W_0$, which does not shrink with $N$. The in-well variances 0.0261 and 0.0336 Ha$^2$ predict $\hat R=\sqrt{1+0.00684/0.0299}=1.109$; the run gave 1.11. For the 400 chains started from $\pi$, going from $N/4$ to $N$ steps at fixed $b$ took $\rho$ from 96 to 379 and left $\hat R$ at 1.084.

\textbf{Q.} When does this comparison fail me?

\textbf{A.} In at least three ways. First, it is blind if all chains share a well, since $M_LM_R=0$. Sixteen chains started at $-d$ gave $\rho=1.03$ and a pooled $0.4265\pm0.0009$ Ha, 53 error bars below $\mu$. For starts drawn from $\pi$ this happens with probability $\pi_L^M+\pi_R^M$, which is 0.0033 for $M=16$ and 0.248 for $M=4$. The 400 chains in groups of four, each held against its own 0.999 quantile, missed in 0.33 of the groups, 1.9 binomial standard errors, $\sqrt{0.248\times0.752/100}=0.043$, above the prediction. Their $B=4.91\times10^{-3}$ Ha$^2$ is also 9\% below $v_N$. Both come from the draw of starts: 103 of the 400 lay in $R$, a fraction $r=0.2575$ instead of 0.30, so that $r(1-r)\Delta^2=4.89\times10^{-3}$ Ha$^2$, and 33 of the 100 groups had all four starts in one well.

Second, detection is not repair. The pooled mean of placed starts has bias $(M_R/M-\pi_R)\Delta$, here $0.2\times0.16=0.032$ Ha, and the $8+8$ run gave $0.507\pm0.021$ Ha with $\sqrt{B/M}$ as error. For placed starts $\sqrt{B/M}$ reflects the spread between the wells. The pooled mean itself scatters only by about $\sqrt{\mathrm E\,W/M}=\sqrt{1.41\times10^{-5}/16}=0.0009$ Ha around its biased value. More chains in the same proportion shrink both numbers and keep the bias.

Third, $\rho$ belongs to one observable. At $F=0$ the wells mirror each other, and the slow weight of $E_{\rm loc}$ drops to about $10^{-13}$ Ha$^2$. The energy error bar is then sound although the chain is trapped: the same $8+8$ trajectories give $\rho=0.83$ for it, and $6.6\times10^4$ for $x$, whose slow weight is $0.21\times8^2=13.44$ bohr$^2$.

\textbf{Q.} And once the alarm has sounded?

\textbf{A.} If the cause is trapping, as here, and not merely blocks or burn-in that are too short, a longer run removes the slow term only as $2c_2^2/(\gamma N)$, for $N\gamma\gg1$, and blocking reports that term in full only when $b\gamma\gg1$ as well. At $N\gamma=10$ with $n=40$ the slow mode has $g_N=0.18$ and $g_b=0.92$, so $v_N/\mathrm E\,s^2\approx0.18\times39/(0.92-0.18)=9.5$. The practical cure is a move that crosses the valley. In this model, propose $x\to-x$ with probability $p=0.1$ and a local step otherwise; the proposal is symmetric, so the acceptance rule stands. Away from the valley $\pi(-x)/\pi(x)=\pi_R/\pi_L$ for $x$ in $L$, so the rates are $p\,\pi_R/\pi_L$ from $L$ to $R$ and $p$ back. A step function then decays with their sum, $0.1(1+3/7)=0.143$, which is the gap found by diagonalization. The in-well mode now decays at $(1-p)\times0.170=0.153$; for $p$ above about 0.106 it becomes the slowest, and a larger $p$ then lowers the gap. The spectral sums give a true error of 0.0043 Ha and $v_N/\mathrm E\,s^2=1.012$. Of 800 simulated chains, half started in each well, a fraction 0.940 had $\mu$ within $2s$, against 0.948 from Student's law with 39 degrees of freedom, and $\rho=1.02$. One group of $8+8$ gave $\rho=0.68$ and $0.4749\pm0.0009$ Ha. The reflection is accepted often only because it maps one peak onto the other; for peaks of different shape the acceptance is set by their overlap after the map, and the gap has to be examined again.
